# Predictor-corrector Schrödinger-Poisson iteration derived from the failure of density mixing

## A loop that amplifies its own error

Take a thin semiconductor film between two gates. Guess the electron density, solve Poisson's equation for the potential, solve the Schrödinger equation in that potential, fill the subbands, and use the new density as the next guess. If the guess holds slightly too many electrons, the potential energy rises and the subbands empty. If the new charge falls short of the self-consistent value by more than the old guess exceeded it, the next guess is worse than the last, with the opposite sign.

A simple cure is to accept only a fraction \(\beta\) of each new density. In the example below, with 20 Å oxides, a fraction of 0.150 still fails after 300 Schrödinger solves, while 0.128 needs 92. A scheme that lets the occupations follow the local potential during the Poisson step needs 7 from the same start, with no mixing fraction to choose. To see why, one must know what the loop amplifies.

## The discrete problem

Atomic units are used in the algebra. The Fermi level is the zero of energy and \(V\) is the electron potential energy. The film is undoped, with effective masses, hard walls at both faces and free motion in the plane. Electrons interact through the Hartree potential alone; exchange, correlation and penetration into the oxides are left out.

A subband with bottom \(E\), in-plane mass \(m\) and valley degeneracy \(g\) holds, per unit area and with two spins,

\[
N(E)=2g\int\!\frac{d^2k}{(2\pi)^2}\,f\!\left(E+\frac{k^2}{2m}\right)
=\frac{gm}{\pi}\int_0^\infty\!\frac{d\epsilon}{1+e^{(E+\epsilon)/kT}}
=\frac{gm\,kT}{\pi}\ln\!\left(1+e^{-E/kT}\right),
\]

where \(\epsilon=k^2/2m\), so that \(k\,dk=m\,d\epsilon\), and \(f\) is the Fermi function. Differentiation gives

\[
-N'(E)=\frac{gm}{\pi}f(E)>0 ,
\]

which falls monotonically with energy. The convergence proof will rest on this.

The electrostatic potential obeys \(\phi''=-4\pi\rho/\varepsilon\). With \(\rho=-n\) and \(V=-\phi\), this becomes \(-(\varepsilon/4\pi)V''=n\). Integrating over a grid cell of width \(h\), with \(s=\varepsilon/(4\pi h)\) and \(q_i=hn_i\), gives

\[
s\,(2V_i-V_{i-1}-V_{i+1})=q_i .
\]

At the front face the half cell contributes \(s(V_0-V_1)+(\varepsilon/4\pi)V'(0)\). The oxide, of thickness \(t\), carries no charge, so \(\varepsilon V'(0)=\varepsilon_{\rm ox}(V_0-V_F)/t\), where \(V_F\) is the front-gate potential. With \(C=\varepsilon_{\rm ox}/(4\pi t)\),

\[
(s+C)V_0-sV_1=q_0+CV_F ,
\]

and \(q_0=0\) because of the hard wall. The back face is the mirror image, with gate potential \(V_B\). All rows together read

\[
AV=Q[V]+b,\qquad Q_i[V]=\sum_k N(E_k)\,u_{ik}^2 ,
\]

where \(u_{ik}\) are the real, normalized grid eigenvectors, and \(b\) contains \(CV_F\) and \(CV_B\). Several ladders of subbands simply add. Regrouping terms gives

\[
v^{T}Av=s\sum_i(v_{i+1}-v_i)^2+C(v_0^2+v_M^2)>0 ,
\]

with \(M\) the last node. A uniform vector costs only the gate energy, \(\mathbf 1^TA\mathbf 1=2C\). This softness toward uniform shifts is half of the trouble.

## The response that drives the overshoot

The other half is the response of the charge. Perturb \(V\) by a small \(v\), with matrix elements \(v_{kl}=\sum_i u_{ik}v_iu_{il}\). First-order perturbation theory changes both levels and eigenvectors:

\[
\delta Q_i=\sum_kN'(E_k)v_{kk}u_{ik}^2
+\sum_{k\ne l}\frac{2N_k}{E_k-E_l}\,u_{ik}u_{il}v_{kl}.
\]

Averaging the second sum with its copy under \(k\leftrightarrow l\) replaces \(2N_k\) by \(N_k-N_l\), since the denominator changes sign. Hence \(\delta Q=-Kv\), with

\[
K_{ij}=\sum_{kl}g_{kl}\,u_{ik}u_{il}u_{jk}u_{jl},\qquad
g_{kl}=\frac{N_k-N_l}{E_l-E_k},\qquad g_{kk}=-N'(E_k).
\]

Because \(N\) decreases with energy, each \(g_{kl}\) is positive, and \(v^TKv=\sum_{kl}g_{kl}v_{kl}^2\ge0\): raising the potential expels charge.

This also makes the self-consistent solution unique. If \(V_1\) and \(V_2\) both solve the problem and \(d=V_1-V_2\), then \(Ad=Q[V_1]-Q[V_2]=-\bar Kd\), where \(\bar K\ge0\) is the average of \(K\) along the segment joining them. Since \(A+\bar K\) is positive definite, \(d=0\). The difficulty is therefore one of reaching a solution, not of choosing between several.

Density mixing is the map

\[
q\;\to\;(1-\beta)q+\beta\,Q\!\left[A^{-1}(q+b)\right].
\]

Near the solution, an error \(\delta q\) becomes \((1-\beta)\delta q-\beta KA^{-1}\delta q\). Write \(\delta q=Av\) and choose \(v\) so that \(Kv=\lambda Av\). The error is then multiplied by

\[
1-\beta(1+\lambda),\qquad\lambda\ge0 .
\]

All these factors have magnitude below one precisely when

\[
0<\beta<\beta_c=\frac{2}{1+\lambda_{\max}} .
\]

The size of \(\lambda_{\max}\) can be estimated from a uniform shift. Such a shift moves every level equally and leaves the eigenvectors alone: \(v_{kl}=\delta_{kl}\), so

\[
(K\mathbf 1)_i=\sum_kg_{kk}u_{ik}^2\equiv D_i .
\]

The Rayleigh quotient for this trial vector gives

\[
\lambda_{\max}\ge\frac{\mathbf 1^TK\mathbf 1}{\mathbf 1^TA\mathbf 1}=\frac{\sum_iD_i}{2C}.
\]

The numerator is the quantum capacitance, the charge expelled per unit rise of the whole film; the denominator is the capacitance to the two gates. A film that can absorb much charge behind weakly coupled gates forces a small \(\beta\). Yet a small \(\beta\) also slows the errors that needed no damping: where \(\lambda\) is near zero, the factor is \(1-\beta\). One number has to serve both ends of the spectrum.

## Putting the missing response into the Poisson step

The naive Poisson step treats the charge as fixed while the potential moves. Newton's method for the full problem would use \(A+K\), but \(K\) is dense and requires sums over pairs of states. The uniform shift suggests something cheaper. There the response is known from the levels and densities already computed, because each level simply follows the potential. Let each level follow the local change of potential at each node:

\[
\tilde q_i(V;V^{\rm old})=\sum_kN\!\left(E_k+V_i-V_i^{\rm old}\right)u_{ik}^2 ,
\]

where \(E_k\) and \(u_{ik}\) belong to \(V^{\rm old}\). At \(V=V^{\rm old}\) this is the quantum charge, so a fixed point of the new scheme solves the original problem. The approximation affects the path, not the destination.

One iteration runs as follows.

1. Diagonalize the Hamiltonian in \(V^{\rm old}\) and form \(q_{\rm out}=Q[V^{\rm old}]\).
2. Stop if \(q_{\rm out}\) agrees with the charge \(q_{\rm in}\) that generated \(V^{\rm old}\).
3. Predictor: solve \(AV=\tilde q(V;V^{\rm old})+b\) for \(V\).
4. Set \(q_{\rm in}=\tilde q(V;V^{\rm old})\), replace \(V^{\rm old}\) by \(V\), and return to step 1. The new diagonalization is the corrector.

### Solving the predictor equation safely

Step 3 is nonlinear, since fillings change over a scale \(kT\). Define \(F(V)=AV-\tilde q(V)-b\). Its Jacobian is \(J=A+\tilde D\), with the nonnegative diagonal \(\tilde D_i=-\partial\tilde q_i/\partial V_i\). Thus \(F\) is the gradient of a strictly convex function. The part generated by \(-\tilde q\) can be chosen as \(\sum_i\int_{V_i}^{\infty}\tilde q_i\,dV_i'\ge0\), so the quadratic part makes the function grow in every direction. It has one minimum, and \(F\) has one root \(V^\star\).

Newton's method reaches this root without a line search. The matrix \(J\) is tridiagonal, with negative off-diagonal elements and a diagonal that outweighs them, strictly so at the gates; its inverse therefore has no negative elements. Also, \(N''=-(gm/\pi)f'\ge0\), so \(-\tilde q\) and hence every component of \(F\) is concave and lies below its tangent:

\[
F(y)\le F(x)+J(x)(y-x).
\]

Let \(x_1\) be the Newton iterate from any \(x_0\). Putting \(x=x_0\), \(y=x_1\) makes the right side vanish, so \(F(x_1)\le0\). The next step, \(x_2-x_1=-J^{-1}F(x_1)\), is then nonnegative at every node. Putting \(x=x_1\), \(y=V^\star\) gives

\[
0\le F(x_1)+J(x_1)(V^\star-x_1)
\quad\Rightarrow\quad
V^\star-x_1\ge x_2-x_1 ,
\]

so the step does not pass the root. From the first iterate onward the potentials rise monotonically, bounded by \(V^\star\), and converge to it. In the 20 Å example, starts displaced by \(+1\) and \(-1\) eV both reached the root in 10 steps. Each step evaluates the local charge and solves a tridiagonal system. If the charge sum is limited to the subbands with appreciable filling, whose number does not grow as the grid is refined, the cost of a step is proportional to the number of nodes.

## Why no damping is needed near the solution

Now let \(V^{\rm old}\) differ from the self-consistent potential by \(\delta\), and the predictor's result by \(\delta'\). To first order the predicted charge changes by

\[
\delta\tilde q=-K\delta-D(\delta'-\delta),
\]

with \(D\) now the diagonal matrix of the \(D_i\). The first term is the true response already contained in the computed states; the second is the local prediction for the further change. Since \(A\delta'=\delta\tilde q\),

\[
(A+D)\,\delta'=(D-K)\,\delta .
\]

The driving error is no longer the whole response \(K\), but its difference from a local approximation. For a uniform shift this difference is zero, because \(K\mathbf 1=D\mathbf 1\). The soft charging motion that bounds \(\lambda_{\max}\) from below is removed in one step at linear order.

For the remaining errors, let \((D-K)v=w(A+D)v\), so that \(w\) is the error factor. With \(D-K=(A+D)-(A+K)\),

\[
w=1-\nu,\qquad \nu=\frac{v^T(A+K)v}{v^T(A+D)v}.
\]

Both matrices are symmetric and positive definite, so \(\nu\) is real and positive, and \(w<1\). Convergence also requires \(\nu<2\), which follows if \(K\le2D\) as quadratic forms.

Completeness of the grid eigenvectors gives \(\sum_iv_i^2u_{ik}^2=\sum_lv_{kl}^2\). Therefore

\[
v^TDv=\sum_{kl}g_{kk}v_{kl}^2=\sum_{kl}\tfrac12(g_{kk}+g_{ll})\,v_{kl}^2 ,
\]

the last form by exchanging \(k\) and \(l\). For comparison, \(v^TKv\) contains \(g_{kl}\), which is an average:

\[
g_{kl}=\frac{1}{E_l-E_k}\int_{E_k}^{E_l}(-N')\,dE .
\]

Since \(-N'\) is monotonic, its average cannot exceed the larger end value, and so cannot exceed the sum of the two:

\[
g_{kl}\le\max(g_{kk},g_{ll})\le g_{kk}+g_{ll}.
\]

Term by term, \(K\le2D\). Then \(2(A+D)-(A+K)=A+(2D-K)\) is positive definite, \(\nu<2\), and

\[
-1<w<1 .
\]

The undamped iteration thus converges from any start close enough to the solution, at any positive temperature and oxide thickness within this model. This local statement does not guarantee convergence from a distant start.

### Three limits

If all levels lie above the Fermi level, \(-N'\) is convex over the range they span. Its average is then at most the mean of its end values, \(g_{kl}\le\frac12(g_{kk}+g_{ll})\), so \(K\le D\) and no factor \(w\) is negative: errors decay without alternating in sign. With occupied levels below the Fermi level, individual pairs can violate this stronger inequality, though not the one needed for convergence.

Next, weaken the gates while holding the film's states fixed, so that \(C\to0\). The bound on \(\lambda_{\max}\) diverges as \(1/C\), and the permitted mixing fraction shrinks to zero. In the predictor-corrector, \(A\) loses its stiffness only for uniform vectors, and for these \(\mathbf 1^TK\mathbf 1=\sum_iD_i>0\). Thus \(A+K\) remains positive definite in the limit, the smallest \(\nu\) stays above zero, and the largest \(w\) stays below one.

Finally, consider a wire, whose subbands have one free direction. At zero temperature \(N\propto\sqrt{-E}\) for \(E<0\) and vanishes above. Take one level at \(-a\) and another at \(+c\), with \(a,c>0\). Then \(g_{kk}=N_k/(2a)\), \(g_{ll}=0\), and

\[
g_{kl}=\frac{N_k}{a+c}=\frac{2a}{a+c}\,g_{kk},
\]

which exceeds \(g_{kk}+g_{ll}\) whenever \(a>c\). The proof fails because \(-N'\) is no longer monotonic. This does not show that the iteration diverges in a wire, only that the guarantee is lost. A density-dependent exchange-correlation potential would also add a term to the linearization that the proof does not cover.

## A fair measure of convergence

Under density mixing the charge changes by \(\beta(q_{\rm out}-q_{\rm in})\) per step, so a small \(\beta\) can make an unconverged run look settled. Both methods are therefore judged by

\[
R=\frac{\sum_i|q_{{\rm out},i}-q_{{\rm in},i}|}{\max\left(\sum_iq_{{\rm out},i},\,\sum_iq_{{\rm in},i}\right)} .
\]

The comparison is fair because in both methods \(AV=q_{\rm in}+b\) holds whenever \(R\) is evaluated. Subtracting the self-consistent equation and linearizing \(q_{\rm out}\) gives \((A+K)(V-V_{\rm sc})=-(q_{\rm out}-q_{\rm in})\), so in both methods the charge difference, node by node, fixes the potential error through the same matrix. Cost is the number of Schrödinger solves up to the first \(R<10^{-6}\). The predictor's inner linear solves are extra, at most 9 per iteration in the runs from an empty film.

## The film in numbers

The example uses round model parameters: an 80 Å film, permittivities 12 for the film and 4 for the oxide, 300 K, and gate potentials of \(-0.60\) and \(-0.20\) eV. One ladder has confinement mass 0.9, in-plane mass 0.2 and two valleys; the other has 0.2, 0.4 and four.

With 20 Å oxides the potential is \(-0.130\) eV at the front face and \(-0.029\) eV at the back. The oxide drops are

\[
-0.130+0.60=0.470\ {\rm eV},\qquad -0.029+0.20=0.171\ {\rm eV}.
\]

Summing the rows of the Poisson equation shows that the total charge is \(C\) times the sum of these drops, so the front gate induces \(0.470/0.641\), or 73 percent, of it. The sheet density is \(7.08\times10^{-4}\) Å\(^{-2}\), or \(7.08\times10^{12}\) cm\(^{-2}\). Halving the grid spacing changes it by \(-0.007\) percent, which measures the discretization error and not the error of the model.

The capacitance ratio is 10.5 and \(\lambda_{\max}\) is 13.66. The uniform shift thus accounts for much of the instability, but is not the most unstable vector itself. The critical fraction is

\[
\beta_c=\frac{2}{1+13.66}=0.136 .
\]

At \(1.1\beta_c\) the worst factor is \(1-1.1\times2=-1.2\), and a small displacement in the nonlinear map reproduces it. Started from the converged density of a slightly different front-gate potential, \(-0.55\) eV, the mismatch is still 0.59 after 300 solves.

At half the critical fraction, \(\beta=0.0682\), the worst error is cancelled at linear order, but those with \(\lambda\) near zero are multiplied by \(1-0.0682=0.932\) per solve. From an empty film this takes 177 solves. The mismatch is still 1.0 at the tenth, so the linear regime is entered late.

The predictor-corrector takes 8 solves from the same empty film. Its largest error factor is 0.129, and the last two listed mismatches have the ratio

\[
\frac{9.1\times10^{-7}}{7.1\times10^{-6}}=0.13 ,
\]

as the linear theory predicts.

An empty film is a harsh start for mixing, so a second comparison begins from the converged density at a front-gate potential of \(-0.55\) eV. The linearly optimal fraction balances the two extreme factors, \(1-\beta=-[1-\beta(1+\lambda_{\max})]\), whence

\[
\beta=\frac{2}{2+\lambda_{\max}}=\frac{2}{15.66}=0.128,\qquad
1-\beta=0.872 .
\]

It needs 92 solves, half the critical fraction needs 117, and the predictor-corrector needs 7. At the linearly optimal fraction, which is known only after the problem has been solved, mixing thus costs about thirteen times as many diagonalizations. That fraction minimizes the worst linear factor, not the count from a particular start: here a fraction of 0.115 takes about 70 solves, still roughly ten times as many as the predictor-corrector. These ratios refer to plain linear mixing with a single fraction. Schemes that use the history of earlier iterates, such as Anderson or Pulay mixing, can narrow the gap considerably from such a nearby start and are not compared here.

The oxide thickness shows the trend:

| Oxide (Å) | \(\lambda_{\max}\) | Largest \(w\) | Solves, mixing at \(\beta_c/2\) | Solves, predictor-corrector |
|---|---|---|---|---|
| 10 | 11.8 | 0.150 | 147 | 9 |
| 20 | 13.7 | 0.129 | 177 | 8 |
| 40 | 15.2 | 0.103 | 210 | 8 |

Each doubling of the thickness halves \(C\), yet the capacitance ratio rises only from 7.6 to 10.5 to 13.1. The gate potentials are fixed, so the film holds less charge behind a thicker oxide and its quantum capacitance falls as well. This is milder than the limit of fixed film states considered above.

No negative error factor appears beyond rounding. For the 20 Å oxide this is required: the lowest levels of the two ladders, 0.002 and 0.046 eV, lie above the Fermi level. Lowering that well by 0.3 eV puts several levels below it, where the proof guarantees only \(K\le2D\), yet the stronger \(K\le D\) still holds to rounding. That is a finding for this filling, not a theorem: lowering the same well by 0.6 eV instead violates \(K\le D\) slightly. The remaining values are in the numerical output.

## Calculated quantities

```
thermal energy at 300 K: 0.02585 eV
film thickness 80 A, grid spacing 1.00 A
permittivities: film 12, oxide 4
gate potentials: -0.60 and -0.20 eV
ladder: confinement mass 0.9, in-plane mass 0.2, valleys 2
ladder: confinement mass 0.2, in-plane mass 0.4, valleys 4
stopping mismatch: 1e-06 (relative)
oxide 10 A: sheet density 1.1601e-03 A^-2 = 1.160e+13 cm^-2
  capacitance ratio 7.627, lambda_max 11.785, critical beta 0.1564
  predictor-corrector error factors: -0.0000 to 0.1497
  solves from empty film: predictor-corrector 9, mixing at half critical beta 147
  most inner Newton steps 8; potentials differ by 1.2e-08 eV
oxide 20 A: sheet density 7.0763e-04 A^-2 = 7.076e+12 cm^-2
  capacitance ratio 10.532, lambda_max 13.660, critical beta 0.1364
  predictor-corrector error factors: -0.0000 to 0.1286
  solves from empty film: predictor-corrector 8, mixing at half critical beta 177
  most inner Newton steps 9; potentials differ by 9.2e-09 eV
oxide 40 A: sheet density 4.0746e-04 A^-2 = 4.075e+12 cm^-2
  capacitance ratio 13.092, lambda_max 15.171, critical beta 0.1237
  predictor-corrector error factors: -0.0000 to 0.1030
  solves from empty film: predictor-corrector 8, mixing at half critical beta 210
  most inner Newton steps 9; potentials differ by 1.5e-08 eV
20 A oxide, details:
  potential: front face -0.1304, maximum 0.0345, back face -0.0293 eV
  ladder 1 lowest levels: 0.0023, 0.0353, 0.0619 eV; sheet density 4.245e-04 A^-2
  ladder 2 lowest levels: 0.0463, 0.1201, 0.2643 eV; sheet density 2.832e-04 A^-2
  predictor-corrector mismatch by solve: 1.0e+00 2.3e-01 2.9e-02 3.6e-03 4.4e-04 5.6e-05 7.1e-06 9.1e-07
  mixing mismatch (solve:value): 1:1.0e+00 2:1.0e+00 10:1.0e+00 50:3.0e-02 100:2.8e-04
  response vs finite difference: relative error 1.2e-09
  uniform-shift sum rule: relative error 1.1e-15
  slowest predictor-corrector factor: linear 0.12864, actual step 0.12864
  mixing factor at 1.1 critical beta: linear -1.20000, actual step -1.20000
  well shifted +0.5 eV: lowest eigenvalue of (D-K)/max D -9.21e-17, of (2D-K)/max D 0.00e+00
  well shifted +0.0 eV: lowest eigenvalue of (D-K)/max D -1.02e-16, of (2D-K)/max D 0.00e+00
  well shifted -0.3 eV: lowest eigenvalue of (D-K)/max D -2.36e-16, of (2D-K)/max D 0.00e+00
  inner Newton steps from starts +1 and -1 eV away: [10, 10]
warm start from front gate -0.55 eV: predictor-corrector 7 solves
  mixing, half critical, beta 0.0682: converged after 117 solves, mismatch 9.9e-07
  mixing, linear optimum, beta 0.1277: converged after 92 solves, mismatch 8.8e-07
  mixing, 1.1 critical, beta 0.1501: not converged after 300 solves, mismatch 5.9e-01
half grid spacing: sheet density changes by -0.007 percent, solves 8
```
